The Two-Dimensional Dirac-Coulomb Problem and Charged Impurities in Graphene

**Problem**

An electron in one valley of graphene, with a possible gap 2m, moves in the field of an attractive point charge Ze. In units ħ = v = 1, where v is the band velocity,

H = σₓpₓ + σᵧpᵧ + mσ_z − g/r, g = Zα_g/κ_env, α_g = e²/(4πε₀ħv).

Here κ_env is the dielectric constant of the surroundings; if the media above and below the sheet differ, it is the mean of their two constants. Interactions among graphene's own electrons, and the screening they cause, are left out.

(a) Separate the variables using J_z = L_z + σ_z/2. Which eigenvalues j are allowed?

(b) Find the powers of r with which the radial functions start at the charge. At what coupling do they first cease to be real?

(c) Decide which solution is physical when both are square-integrable, by giving the charge a small radius R.

(d) Find the bound levels for m > 0 below the critical coupling.

(e) For m = 0, show what happens on either side of the critical coupling.

(f) Evaluate the results for g = 0.4 and g = 1, and find the critical charge in graphene for v = 10⁶ m/s.

**Solution**

**(a) Separation**

In polar coordinates

pₓ ∓ ipᵧ = −i e^{∓iφ}(∂_r ∓ (i/r)∂_φ).

The upper component of σ·pψ is (pₓ − ipᵧ)ψ₂ and the lower one is (pₓ + ipᵧ)ψ₁. These operators lower and raise L_z by one, so a state of definite J_z keeps its form under H:

ψ = r^(−1/2) ( F(r) e^{i(j−1/2)φ}, iG(r) e^{i(j+1/2)φ} ).

Both components must return to themselves when φ grows by 2π. Hence j − 1/2 is an integer and j = ±1/2, ±3/2, ….

In the upper row, −i·i = 1 and −(i/r)∂_φ gives (j+1/2)/r. The derivative of r^(−1/2) gives −1/(2r), which leaves r^(−1/2)(G′ + jG/r). In the lower row the same steps give −i r^(−1/2)(F′ − jF/r). The equation Hψ = Eψ becomes

F′ − jF/r = −(E + m + g/r)G,
G′ + jG/r = (E − m + g/r)F. (1)

The factor r^(−1/2) turns the norm into 2π∫(|F|² + |G|²)dr.

**(b) Behaviour at the charge**

For r → 0 the terms with E and m are negligible beside g/r. With F = a r^s and G = b r^s,

(s − j)a = −gb, (s + j)b = ga. (2)

Multiplying the two equations gives s² − j² = −g², so

s = ±γ, γ = √(j² − g²).

The smallest |j| is 1/2. Its exponents are the first to become imaginary, when g exceeds

g_c = 1/2.

The classical relation (E + g/r)² = m² + p_r² + j²/r² shows the reason. Near the charge p_r² ≈ (g² − j²)/r². The angular barrier and the attraction have the same power of r, so their strengths alone decide. For g < |j| the barrier wins; for g > |j| the particle is drawn to the centre. In the latter case γ = iλ with λ = √(g² − j²), and the solutions r^{±iλ} oscillate without end in ln r as r → 0.

**(c) The boundary condition**

The solution r^(−γ) has a finite norm near r = 0 if ∫r^(−2γ)dr converges there, that is, if γ < 1/2. For |j| = 1/2 this holds at every 0 < g < 1/2. Square-integrability then does not select a solution, and H needs a boundary condition. For |j| ≥ 3/2 and g < 1/2, γ ≥ √2 and r^(−γ) is excluded by its norm.

Let the potential be −g/r outside R and −g/R inside. As R → 0, E and m are negligible inside, and for j = 1/2 the regular solution of (1) is

F = √r J₀(gr/R), G = √r J₁(gr/R).

At r = R its ratio G/F is q = J₁(g)/J₀(g). The alternating Bessel series give J₁(g) < g/2 and J₀(g) > 1 − g²/4, so q < 1 for g ≤ 1/2.

Outside, but still near the charge, (2) gives b/a = (j − s)/g. The general solution is therefore

F = A r^γ + B r^(−γ), G = A c₋ r^γ + B c₊ r^(−γ), c_± = (j ± γ)/g.

Setting G/F = q at R gives

B/A = R^(2γ)(q − c₋)/(c₊ − q).

Since c₊ ≥ (1/2)/g ≥ 1 > q, the denominator does not vanish, and B/A → 0 as R^(2γ). The shrinking charge selects r^γ. To first order in the admixture B/A, a level shifts in proportion to R^(2γ). For j = −1/2 the argument is the same, because (1) without E and m is unchanged by j → −j, F → −G, G → F.

**(d) Bound levels with a gap**

Let g < 1/2, |E| < m and κ = √(m² − E²). With the boundary condition of (c), write

F = r^γ e^{−κr} Σ a_k r^k, G = r^γ e^{−κr} Σ b_k r^k, k = 0, 1, 2, ….

Equating powers in (1) gives

(k+γ−j)a_k + g b_k = κa_{k−1} − (E+m)b_{k−1},
(k+γ+j)b_k − g a_k = κb_{k−1} + (E−m)a_{k−1}. (3)

Multiply the first line by κ, the second by E+m, and add. The right-hand sides cancel because E² − m² = −κ², leaving

κ[(k+γ−j)a_k + g b_k] + (E+m)[(k+γ+j)b_k − g a_k] = 0. (4)

For large k, (4) gives b_k/a_k → −κ/(E+m). The first line of (3) then becomes ka_k ≈ 2κa_{k−1}. The series grows as e^{2κr} and overwhelms e^{−κr}, so a bound state requires it to end.

Let k = n be the last term. The right-hand sides of (3) at k = n+1 must vanish, which requires b_n = κa_n/(E+m). Inserting this in (4) and using κ²/(E+m) = m − E,

κ(n+γ−j) + g(m−E) + κ(n+γ+j) − g(E+m) = 0,

or

κ(n+γ) = gE. (5)

Conversely, suppose (5) holds with n ≥ 1. The coefficients of a_n and b_n in (4) are κ(n+γ−j) − g(E+m) and κg + (E+m)(n+γ+j). Both could vanish only if (n+γ)² − j² = −g², which means n = 0. So (4) fixes b_n/a_n, and (5) makes that ratio the required one. The determinant of (3) is (k+γ)² − γ² > 0 for k > n, hence all later coefficients vanish.

For n = 0, (4) is an identity and the ratio comes from (2): b₀/a₀ = (j−γ)/g. It must equal κ/(E+m), which is positive. This excludes j < 0. For j > 0, (5) gives E = mγ/j and κ = mg/j, so κ/(E+m) = g/(j+γ) = (j−γ)/g, as required.

Squaring (5) gives (m² − E²)(n+γ)² = g²E², while (5) itself requires E > 0. Therefore

E = m[1 + g²/(n+γ)²]^(−1/2), (6)

with n = 0, 1, 2, … for j > 0 and n = 1, 2, … for j < 0.

For weak coupling γ → |j|, and to order g² the binding energy is

m − E ≈ mg²/[2(n+|j|)²],

the series of two-dimensional hydrogen. At the other end, the lowest level, with j = 1/2 and n = 0, is

E₀ = 2mγ = m√(1 − 4g²). (7)

It reaches E = 0, the middle of the gap, at g = 1/2, with slope dE₀/dg = −4mg/√(1−4g²) → −∞. It does not reach the lower continuum at −m. What ends at g = 1/2 is the point-charge problem with the boundary condition of (c): beyond it, neither r^{iλ} nor r^{−iλ} is the smaller solution at the origin, and the result depends on R.

**(e) The gapless case**

Put m = 0, u = F + iG and w = F − iG. Combining the lines of (1),

u′ = i(E+g/r)u + (j/r)w,
w′ = −i(E+g/r)w + (j/r)u. (8)

For real E ≠ 0, u and w tend at large r to e^{i(Er+g ln r)} and e^{−i(Er+g ln r)} times constants, since the coupling j/r multiplies a rapidly varying relative phase. The constants are not both zero, so the norm diverges. At E = 0 in the channels |j| = 1/2, the outer solutions are powers r^{±γ} with Re γ < 1/2 (with a logarithm at γ = 0), and the norm again diverges at infinity. There are no bound states in these channels. Collapse must show itself in quasi-bound states: solutions with complex E that contain outgoing waves alone.

*The outgoing solution.* With time factor e^{−iEt}, u ~ e^{iE(r−t)} travels outward for either sign of E. Let D = r d/dr. The first line of (8) gives jw = Du − i(Er+g)u, and the second then gives

D²u + [(Er+g)² − iEr − j²]u = 0.

Set u = r^γ e^{iEr}h and z = −2iEr. Since γ² + g² = j², the terms without h′ reduce to 2Er(g+iγ)h = −(γ−ig)zh. Dividing by z leaves Kummer's equation

z h″ + (1+2γ−z)h′ − (γ−ig)h = 0,

with derivatives taken in z. Its solution U(γ−ig, 1+2γ, z) falls as z^{−γ+ig} and makes u outgoing. The function w obeys the same equation as u with −iEr replaced by +iEr, which raises the first parameter by one. The large-r form of (8), w ≈ ju/(2iEr) = −ju/z, fixes its factor:

u = r^γ e^{iEr} U(γ−ig, 1+2γ, z),
w = −j r^γ e^{iEr} U(1+γ−ig, 1+2γ, z). (9)

*Matching at a small radius.* Let |E|R ≪ 1. The interior then fixes w/u = ρ = (1−iq)/(1+iq) at R, with q = G/F real, so |ρ| = 1. For small z,

U(a,b,z) ≈ Γ(1−b)/Γ(a−b+1) + z^{1−b}Γ(b−1)/Γ(a).

Inserting (9) and solving for the power of z, with z = −2iER,

z^(−2γ) = X, X = −[Γ(−2γ)/Γ(2γ)] N₋/N₊,
N_± = j/Γ(1±γ−ig) + ρ/Γ(±γ−ig). (10)

The right-hand side does not contain E.

*Below threshold,* γ is real and positive. Letting E → 0 makes |z^(−2γ)| grow without limit, so (10) can have solutions at arbitrarily small |E| only if X is infinite. That needs N₊ = 0, or ρ = −j/(γ−ig) = −(γ+ig)/j. This is the ratio w/u of the pure r^(−γ) solution, which (c) showed the interior does not match. Hence no resonances accumulate at E = 0 in the channels |j| = 1/2.

*Above threshold,* γ = iλ and (10) reads −2iλ ln z = ln X + 2πik, so

ln z = i ln X/(2λ) − πk/λ. (11)

Every sufficiently large integer k gives a solution. Successive energies obey

E_{k+1}/E_k = e^{−π/λ}, (12)

and form an infinite tower accumulating at E = 0.

The phase of z is ln|X|/(2λ). To find |X|, let p_± = g ± λ, so that p₊p₋ = j². From Γ(1+x) = xΓ(x),

N₋ = (j − iρp₊)/Γ(1−ip₊), N₊ = (j − iρp₋)/Γ(1−ip₋).

Since |ρ| = 1,

|j − iρp_±|² = j² + p_±² + 2jp_± Im ρ = 2p_±(g + j Im ρ),

where j² + p_±² = p_±(p₊+p₋) = 2gp_± was used. The factor containing ρ cancels in the quotient. With |Γ(1−ip)|² = πp/sinh(πp) and |Γ(2iλ)| = |Γ(−2iλ)|,

|X|² = sinh(πp₊)/sinh(πp₋).

From E = iz/(2R), writing E = −|E|e^{iδ},

δ = (1/4λ) ln[sinh(πp₊)/sinh(πp₋)] − π/2. (13)

The quotient of sinhs exceeds e^{π(p₊−p₋)} = e^{2πλ}, so δ > 0. For an upper bound, write the logarithm as the integral of π coth(πp) from p₋ to p₊ and use coth x ≤ 1 + 1/x. This gives δ ≤ (1/4λ)ln(p₊/p₋) = arsinh(λ/|j|)/(2λ) ≤ 1/(2|j|), at most 1 rad. Thus Re E < 0 and Im E < 0: the states overlap in energy with the continuum of the lower cone, and in the one-particle problem they leak into it. If the lower cone is filled, the same coupling lets one of its electrons fill an empty quasi-bound state. Their energies depend on the interior, but at leading order in |E|R their spacing and decay angle do not.

Just above threshold λ ≈ √(g − 1/2), and X → 1 with a phase of order λ, so the prefactor of |z| in (11) stays finite. The k = 1 member therefore scales as

|E|R ~ exp[−π/√(g − 1/2)].

The tower emerges from zero energy, and its spacing in ln|E| diverges at threshold. If the Coulomb field is cut off at a length L, the scaling (12) can hold only for |E| well above 1/L. By the spacing (12), the range between 1/L and 1/R has room for about (λ/π)ln(L/R) members. Close to g = 1/2, where λ → 0, a finite sample therefore has no room for the tower.

**(f) Numbers**

*Gapped case, g = 0.4.* For |j| = 1/2, γ = √(0.25 − 0.16) = 0.3. Equation (7) gives E₀ = 2 × 0.3m = 0.6m. For n = 1, (6) gives

E = 1.3m/√(1.3² + 0.4²) = 0.9558m,

for both signs of j. For |j| = 3/2, γ = 1.4457 and the lowest level is 0.9638m, with j = +3/2.

The same levels can be found without the series. Equations (1) with a charge of radius R = 10⁻¹² ħ/(mv) were integrated numerically outward from the centre and inward from large r, and E was adjusted until the solutions joined. For |j| = 1/2 and 3/2, all eight levels found below 0.99m in the searched range, which starts at −0.95m, agree with (6) to within 3.0 × 10⁻⁸ m. No n = 0 level appears for negative j.

Larger radii show the shift predicted in (c). The lowest level rises by 1.179 × 10⁻⁴ m at R = 10⁻⁶ ħ/(mv) and by 7.44 × 10⁻⁶ m at 10⁻⁸ ħ/(mv). The quotient, 15.85, equals 100^0.6, as R^(2γ) with 2γ = 0.6 requires.

Equation (7) also gives E₀ = 0.917m at g = 0.2 and 0.199m at g = 0.49, which shows the steep final descent. With R = 0.01 ħ/(mv), the numerical solution at g = 0.55 still has its lowest level at 0.165m. At this radius the level therefore stays real and inside the gap at a coupling above 1/2. Its energy depends on R.

*Gapless case, g = 1.* For |j| = 1/2, λ = √0.75 = 0.8660. Equation (12) predicts a spacing factor e^{π/λ} = 37.62, and (13) gives δ = 0.1627 rad. Equations (8) were integrated numerically along a path in the complex r plane on which the outgoing wave decays, and then matched to the interior solution at R. Two successive resonances are

E = (−3.052 × 10⁻⁵ − 5.01 × 10⁻⁶ i) ħv/R,
E = (−8.112 × 10⁻⁷ − 1.332 × 10⁻⁷ i) ħv/R.

Their moduli have the ratio 37.62, and the angle is 0.1627 rad. The full width 2|Im E| is about 0.33 of |Re E|, so the states are broad but distinguishable. The channels j = ±1/2 give the same energies, because the exchange used in (c) is a symmetry of (1) at m = 0 even with E retained.

At g = 0.4, the outgoing and interior solutions for j = 1/2 were compared at 28 complex energies with |E| between 10⁻⁶ and 10⁻³ ħv/R. Their normalized cross product, which vanishes at a resonance, was never below 0.787 at these points. This agrees with the absence of a low-energy tower derived from (10).

*Graphene.* For v = 10⁶ m/s, α_g = 2.19. The condition Zα_g/κ_env = 1/2 gives

Z_c = κ_env/(2α_g).

For κ_env = 1 this is 0.229, for κ_env = 2.5 it is 0.571, and for κ_env = 5 it is 1.14. In this unscreened model a single elementary charge is supercritical in the first two environments and subcritical in the third. The third case is close: Z_c is proportional to v, and for v = 0.87 × 10⁶ m/s it falls to 0.99. Z must be read as the charge the electrons feel at the distances of interest. Screening by graphene's own electrons, omitted here, reduces it and so raises the bare charge needed, by enough to change the verdict. For undoped graphene the random-phase approximation replaces κ_env by κ_env + πα_g/2, which adds π/4 to Z_c and gives 1.01, 1.36 and 1.93 for v = 10⁶ m/s. A single charge is then marginal in vacuum and subcritical in the other two environments. This linear-response estimate is itself not controlled at α_g ≈ 2. The result also assumes a linear band, a smooth potential that does not mix the valleys, and a Coulomb tail extending far beyond R.

Numerical values quoted here were computed with a short program.
